Exponentially small Peierls barrier of a rigid hyperbolic-tangent domain wall

**1. What symmetry fixes**

A flat domain wall separates two regions of opposite polarization. The crystal is described as a chain of polar layers with spacing a, and p_n is the polarization of layer n divided by its bulk value, so that p_n runs from −1 to +1 across the wall. The energy per wall column, meaning one unit cell of wall area, is

E = Σ_n [ (K/2)(p_{n+1} − p_n)² + U(1 − p_n²)² ].

K is the stiffness between neighbouring layers and U is the depth of the double well. Both are energies. The wall is a continuum profile sampled at the layers,

p_n = tanh((na − X)/w),

where X is its centre and w its width. This is a rigid wall: as X changes, the layers follow the formula and do not relax further.

Replacing X by X + a only renumbers the layers, so E(X) has period a. Replacing X by −X gives p_n(−X) = −p_{−n}(X). The energy is unchanged by reversing both the polarization and the order of the layers, so E(X) is even. With θ = 2πX/a it must have the form

E(X) = E_0 + Σ_{m≥1} E_m cos(mθ).

On dimensional grounds E_m/U can depend only on K/U and on ξ = w/a. The continuum equation removes one of these ratios. For slowly varying p the energy is

E ≈ (1/a) ∫ [ (Ka²/2)(dp/dx)² + U(1 − p²)² ] dx,

and making it stationary gives

Ka² p'' = −4U p(1 − p²).

For p = tanh(x/w), p' = (1 − p²)/w and p'' = −2p(1 − p²)/w². The two sides agree if

K = 2Uξ².

So E_m = U times a function of ξ. The remaining question is how that function falls as the wall widens.

**2. The simplest lattice sum**

Take first a single bell-shaped function,

S₂(X) = Σ_n sech²((na − X)/w).

For a smooth, rapidly decaying f, the sum S(X) = Σ_n f(na − X) has period a. Its Fourier coefficient at k = 2πm/a is

c_m = (1/a) Σ_n ∫_0^a f(na − X) e^{−ikX} dX.

Put y = na − X. Then e^{−ikX} = e^{−ikna} e^{iky} = e^{iky}, because kna is a multiple of 2π. The intervals of y for successive n cover the whole line once, so

c_m = (1/a) ∫ f(y) e^{iky} dy.

This is Poisson summation. If f(y) = g(y/w) with g even, let G(q) = ∫ g(u) e^{iqu} du. The terms m and −m combine into a cosine:

S(X) = ξ [ G(0) + 2 Σ_{m≥1} G(q_m) cos(mθ) ], q_m = 2πmξ.

The integral needed is I(q) = ∫ sech²u e^{iqu} du with q > 0. Close the contour with a rectangle of height π. On the upper side cosh(u + iπ) = −cosh u, so sech² is unchanged while the exponential gains a factor e^{−πq}. That side is traversed backwards and contributes −e^{−πq} I(q). The vertical sides vanish as they move outwards.

The only enclosed pole is at u = iπ/2. With u = iπ/2 + z, cosh u = i sinh z, so sech²u = −1/sinh²z = −1/z² + 1/3 + …. Multiplying by e^{−πq/2}(1 + iqz + …) gives the residue −iq e^{−πq/2}. Hence

(1 − e^{−πq}) I(q) = 2πi(−iq e^{−πq/2}) = 2πq e^{−πq/2},

I(q) = πq / sinh(πq/2).

At q → 0 this gives 2, the area under sech². Therefore

S₂(X) = ξ [ 2 + 2 Σ_{m≥1} (2π²mξ / sinh(π²mξ)) cos(mθ) ].

Wide limit: S₂ → 2ξ, which is the integral divided by the spacing, and the dependence on X is exponentially small.

Narrow limit: for X = 0 only the central layer contributes and S₂ must tend to 1. In the series set t = π²mξ, whose step is π²ξ. The constant term vanishes and the sum becomes an integral:

S₂(0) → (4/π²) ∫_0^∞ t/sinh t dt = (4/π²)(π²/4) = 1.

The integral follows from 1/sinh t = 2Σ_{j≥0} e^{−(2j+1)t}, which gives 2Σ_j 1/(2j+1)² = π²/4. The series is thus correct at both ends, but for a narrow wall many harmonics are needed.

**3. Why the decay is exponential: a contrasting profile**

The exponent can be read from the pole. In the coordinate x the pole nearest the real axis lies at height πw/2, and the lattice samples the wave number 2π/a. Their product is

(πw/2)(2π/a) = π²w/a.

Analyticity in a strip around the real axis matters here, not merely rapid decay in space; a profile that is smooth but not analytic gives a slower, sub-exponential fall. Replace sech²u by e^{−|u|}, which also decays exponentially but has a cusp. Its transform is 2/(1 + q²), which falls only as a power. The lattice sum can be done as a geometric series. At X = 0 it is coth(1/(2ξ)), at X = a/2 it is 1/sinh(1/(2ξ)), and the difference is

[cosh(1/(2ξ)) − 1]/sinh(1/(2ξ)) = tanh(1/(4ξ)) ≈ 1/(4ξ) for ξ ≫ 1.

The cusped function feels the lattice algebraically, while the analytic one feels it exponentially weakly.

**4. The well energy**

For the tanh profile 1 − p_n² = sech²u_n, with u_n = (na − X)/w, so the well energy is U Σ_n sech⁴u_n. Differentiating sech²u twice gives

(sech²u)'' = 4 sech²u tanh²u − 2 sech⁴u = 4 sech²u − 6 sech⁴u.

Multiply by e^{iqu} and integrate. Two integrations by parts turn the left side into −q²I(q). Writing I₄(q) for the transform of sech⁴u,

−q² I = 4I − 6I₄, so I₄(q) = (q² + 4) I(q)/6.

At q = 0 this gives 4/3, the area under sech⁴. The extra factor q² matters: for a wide wall, the well energy feels the lattice more strongly than S₂ does by a factor of order ξ².

**5. The bond energy**

Let h = a/w = 1/ξ, t_n = tanh u_n and D_n = t_{n+1} − t_n. Since u_{n+1} − u_n = h, the subtraction formula reads

tanh h = D_n / (1 − t_n t_{n+1}), so t_n t_{n+1} = 1 − D_n coth h.

Now expand the square:

D_n² = t_n² + t_{n+1}² − 2t_n t_{n+1}
= (1 − sech²u_n) + (1 − sech²u_{n+1}) − 2 + 2D_n coth h
= 2D_n coth h − sech²u_n − sech²u_{n+1}.

The sum of D_n telescopes to 1 − (−1) = 2, wherever the wall is. Hence

Σ_n D_n² = 4 coth h − 2S₂(X).

No gradient expansion has been made. Two limits check the result.

Wide wall: coth h = ξ + 1/(3ξ) + … and S₂ → 2ξ. The terms in ξ cancel and leave 4/(3ξ). The continuum value is a∫(dp/dx)²dx = (1/ξ)∫sech⁴u du = 4/(3ξ), in agreement.

Narrow wall: coth h → 1. Midway between layers S₂ → 0 and the sum is 4, from one bond with a jump of 2. On a layer S₂ → 1 and the sum is 2, from two bonds with jumps of 1.

**6. The whole energy**

Adding both parts gives

E(X) = 2K coth(1/ξ) − K S₂(X) + U Σ_n sech⁴u_n.

The constant term of the cosine series is

E_0 = 2K coth(1/ξ) − 2Kξ + 4Uξ/3,

and the harmonics are

E_m = 2ξ I(q_m) [ U(q_m² + 4)/6 − K ].

The well and the bonds enter with opposite signs. The sums Σ_n sech⁴u_n and S₂ both have only positive harmonics, so each is larger for a wall on a layer than for a wall midway between layers. The well term +U Σ_n sech⁴u_n therefore favours the wall between layers, and the bond term −K S₂ favours the wall on a layer. This form holds for any K, and was tested against direct lattice sums with K unrelated to the width.

Now insert K = 2Uξ² and q_m = 2πmξ. The factor in front is

2ξ I(q_m) = 2ξ · 2π²mξ/sinh(π²mξ) = 4π²mξ²/sinh(π²mξ),

and the bracket is

U(4π²m²ξ² + 4)/6 − 2Uξ² = (2U/3)[(π²m² − 3)ξ² + 1].

Therefore

E_m = (8π²/3) U m ξ² [(π²m² − 3)ξ² + 1] / sinh(π²mξ).

Since π² > 3, every E_m is positive: the well wins. For a wide wall E_0 tends to the continuum energy. With coth(1/ξ) = ξ + 1/(3ξ) − 1/(45ξ³) + …,

E_0 = 4Uξ³ + 4Uξ/3 − 4U/(45ξ) − 4Uξ³ + 4Uξ/3 + …
= 8Uξ/3 − 4U/(45ξ) + ….

The mean energy thus has a power-law lattice correction, but that correction does not depend on X and exerts no force on the wall. Only the exponentially small harmonics pin it.

**7. Where the extrema lie**

All cosines equal 1 at X = 0 and all E_m are positive, so X = 0 is the maximum. The minimum needs an argument. For 0 < θ < π,

dE/dθ = −Σ_{m≥1} m E_m sin(mθ), with |sin(mθ)| ≤ m sin θ.

Hence

dE/dθ ≤ −sin θ [ E_1 − Σ_{m≥2} m²E_m ],

and E falls steadily from X = 0 to X = a/2 if the bracket is positive. From the formula for E_m,

E_m/E_1 = m · [(π²m² − 3)ξ² + 1]/[(π² − 3)ξ² + 1] · sinh(π²ξ)/sinh(mπ²ξ).

The middle ratio is at most (π²m² − 3)/(π² − 3). The last ratio decreases with ξ, because y coth y increases with y. For every ξ ≥ 1/2 it can therefore be replaced by its value at ξ = 1/2. With these replacements Σ_{m≥2} m²E_m/E_1 is bounded by 0.324, which is below 1. So for ξ ≥ 1/2 the minimum lies midway between layers.

**8. The barrier**

At X = a/2, cos(mθ) = (−1)^m. Even harmonics cancel in the difference:

E(0) − E(a/2) = 2(E_1 + E_3 + E_5 + …).

The leading Peierls barrier is 2E_1,

ΔE = (16π²/3) U ξ² [(π² − 3)ξ² + 1] / sinh(π²ξ).

For ξ ≫ 1, sinh(π²ξ) ≈ e^{π²ξ}/2 and the term 1 in the bracket is negligible, so

ΔE ≈ (32π²/3)(π² − 3) U (w/a)⁴ exp(−π²w/a).

The decay is exponential with an algebraic prefactor. If U is held fixed while the wall widens, the prefactor grows as (w/a)⁴. If K is held fixed instead, U = K/(2ξ²) and it grows as (w/a)². The number π² belongs to the convention tanh(x/w); for a wall written as tanh(x/(2δ)), w = 2δ and the exponent is 2π²δ/a.

The exponential prevails early. At fixed U,

d ln ΔE/dξ = 2/ξ + 2(π² − 3)ξ/[(π² − 3)ξ² + 1] − π² coth(π²ξ) < 4/ξ − π²,

so ΔE certainly decreases for ξ > 4/π² ≈ 0.41.

The leading formula fails for a very narrow wall. As ξ → 0 it gives 16Uξ/3, which vanishes. Direct counting gives K + U for a wall on a layer and 2K for a wall between layers, so the true rigid barrier tends to U − K, and to U when K → 0. All odd harmonics are needed there.

**9. A worked case**

Take round model parameters a = 10 bohr, U = 0.001 hartree and w = 10 bohr. Then ξ = 1 and K = 2U = 0.002 hartree. The mean energy is 0.002585 hartree, 3% below the continuum value 8U/3 = 0.002667 hartree.

For the barrier, 16π²/3 = 52.638, (π² − 3) + 1 = 7.8696 and sinh π² = 9666.8, so

ΔE = 52.638 × 7.8696 × 0.001/9666.8 = 4.285 × 10⁻⁵ hartree = 1.17 meV per column.

The direct lattice sum exceeds the formula by 3.8 × 10⁻¹² hartree. This is 2E_3, with E_3 = 1.897 × 10⁻¹² hartree, as the series requires.

At w = 5 bohr the formula gives 5.144 × 10⁻⁴ hartree and the direct sum 5.150 × 10⁻⁴ hartree, a difference of 0.13% of the barrier. At w = 30 bohr the barrier is only 8.24 × 10⁻¹² hartree. Widening the wall sixfold has lowered it by almost eight powers of ten.

The prefactor is visible in the slope. Between ξ = 2 and ξ = 3, ln ΔE falls by 8.27, not by π² = 9.87. The factor ξ²[(π² − 3)ξ² + 1] grows from 113.9 to 565.4, and ln(565.4/113.9) = 1.60 accounts for the difference. A straight line fitted to ln ΔE over such a range would underestimate the exponent.

**10. Letting the layers relax**

In a crystal the layers adjust to the wall's position. Two stationary walls were computed for the same chain energy, one centred on a layer and one centred on a bond. At ξ = 1 the layer-centred wall has one negative Hessian eigenvalue, −0.997U, and the next is +6.34U: it is a saddle with one downhill direction. The bond-centred wall has lowest eigenvalue +1.32U and is a minimum. The relaxed barrier is taken as their energy difference, on the assumption that the downhill path joins them. The eigenvalues were examined at this width alone.

At ξ = 1 the relaxed barrier is 8.96 × 10⁻⁵ hartree, or 2.44 meV per column, about twice the rigid value. Relaxation lowers both energies but the minimum much more, by 5.048 × 10⁻⁵ hartree against 0.375 × 10⁻⁵ hartree at the saddle:

4.285 + 5.048 − 0.375 = 8.958 (in 10⁻⁵ hartree).

The ratio of relaxed to rigid barrier is 1.14 at ξ = 0.5, 2.09 at ξ = 1, 3.40 at ξ = 2 and 4.21 at ξ = 3. The rigid formula is therefore not a quantitative estimate of the relaxed barrier, and it does not become one for wide walls within this range.

The pole shows why a wide wall gives no protection. The lattice difference in the force balance expands as

K(p_{n+1} + p_{n−1} − 2p_n) = K[ a²p'' + a⁴p''''/12 + … ].

Near the pole p ≈ 1/z, where z is the distance from it in units of w. Then p'' = 2/z³ and p'''' = 24/z⁵, and the second term divided by the first is

(a²/w²)(24/z⁵)/(12 · 2/z³) = 1/(ξz)².

On the real axis the ratio can be found exactly. With derivatives taken in units of w, p' = 1 − p² and p'' = −2p + 2p³, so p'''' = (6p² − 2)p'' + 12p(1 − p²)² = (12p² − 8)p''. The ratio is then (p² − 2/3)/ξ², which is small for a wide wall. At a distance a from the pole, |z| = 1/ξ and the ratio has magnitude close to 1 however wide the wall is. The continuum profile is unreliable in just the region that sets the size of the harmonics, so its prefactor cannot be trusted for a relaxed wall.

The exponent fares better. After division by the rigid prefactor, the relaxed barrier decays at rates 8.66, 9.26, 9.50, 9.62 and 9.69 per unit of w/a over successive intervals from ξ = 0.5 to ξ = 3. The last is 1.8% below π². This suggests that π² is the limiting rate for the relaxed wall too, but it is numerical evidence and not a proof.

Part of the remaining difference may come from a change in the tail of the wall. Far from the wall write p = 1 − δ with δ small. The balance becomes K(δ_{n+1} + δ_{n−1} − 2δ_n) = 8Uδ_n. With δ_n ∝ e^{−κna} and K = 2Uξ²,

2 cosh(κa) − 2 = 4/ξ², so sinh(κa/2) = 1/ξ.

The tail of tanh(x/w) decays as e^{−2x/w}, so the relaxed tail corresponds to the width ratio

ξ_eff = 2/(κa) = 1/arcsinh(1/ξ) ≈ ξ + 1/(6ξ).

If ξ_eff replaced ξ in the exponent, the mean rate between ξ₁ and ξ₂ would be π²[ξ_eff(ξ₂) − ξ_eff(ξ₁)]/(ξ₂ − ξ₁), or π²[1 − 1/(6ξ₁ξ₂)] to leading order in 1/ξ. Between 2.5 and 3 the full expression gives 9.67 (the leading form 9.65), against the computed 9.69. The sign and size are right, and the agreement improves for wider walls: between ξ = 8 and ξ = 12, in extended precision, the prediction is 9.8526 and the computed rate 9.8531. The argument concerns the tail alone; the centre of the relaxed wall does not broaden but narrows slightly, the layers next to it corresponding to a width ratio of about 2.94 at ξ = 3. That the longer tail is the main cause is supported by these numbers but is not proved here.

**11. What the barrier means for a wall in a ferroelectric**

To leading order E(X) = E_0 + (ΔE/2) cos(2πX/a), and the largest force opposing the motion of a rigid wall is

F_max = πΔE/a per column.

A driving force above this value moves a flat wall without thermal help, provided the wall keeps its rigid profile. A wall whose layers relax has a higher barrier at the widths computed here, so F_max should not be taken as its threshold. Since F_max carries the same exponential as the barrier, it is sensitive to the width. At fixed U, from w = 10 to w = 20 bohr the rigid barrier drops from 4.29 × 10⁻⁵ to 3.21 × 10⁻⁸ hartree, a factor of about 1300.

For a real ferroelectric the result is a statement about trend. A wall about as wide as one layer spacing lies towards the narrow end of the range treated here, where the barriers at fixed U are largest. Relaxation raises the barrier at all six widths ξ = 0.5, 1, …, 3, by a factor that grows with the width over this range. The growth slows for wider walls (6.1 at ξ = 12, levelling off towards about 7), and at ξ = 0.1, 0.2 and 0.3 the relaxed and rigid barriers agree within 0.2%. The model has one polarization component per layer and leaves out long-range electrostatics, strain, other lattice modes and defects. It also moves the wall as a flat sheet, so its barrier grows in proportion to the wall area. A real wall may instead advance by forming a small step that spreads sideways, and the energy of that process is not given by ΔE alone.

Calculated quantities

```
layer spacing a = 10 bohr
well depth U = 0.0010 hartree per column
pi^2 = 9.869604
extremum bound for w/a >= 1/2 (must be < 1) = 0.3235
main case:
  wall width w = 10 bohr, w/a = 1.00
  stiffness K = 0.0020 hartree
  mean energy E_0 = 0.00258547 hartree
  continuum wall energy 8*U*xi/3 = 0.00266667 hartree
  harmonic E_1 = 2.14258e-05 hartree
  harmonic E_2 = 1.05555e-08 hartree
  harmonic E_3 = 1.89726e-12 hartree
  sinh(pi^2 w/a) = 9666.845
  leading barrier, formula = 4.28515604e-05 hartree
  rigid barrier, direct sum = 4.28515642e-05 hartree
  rigid barrier = 1.1661 meV
  relaxed barrier = 8.95854e-05 hartree
  relaxed barrier = 2.4377 meV
  relaxation lowers layer-centred wall by 3.75017e-06 hartree
  relaxation lowers bond-centred wall by 5.04840e-05 hartree
  lowest Hessian eigenvalues / U, layer-centred: -0.99742, 6.33655
  lowest Hessian eigenvalue / U, bond-centred: 1.31915
w (bohr) | w/a | formula | direct sum | relaxed (hartree) | relaxed/rigid
   5 | 0.5 | 5.14384e-04 | 5.15044e-04 | 5.8774e-04 | 1.141
  10 | 1.0 | 4.28516e-05 | 4.28516e-05 | 8.9585e-05 | 2.091
  15 | 1.5 | 1.45004e-06 | 1.45004e-06 | 4.1083e-06 | 2.833
  20 | 2.0 | 3.20830e-08 | 3.20830e-08 | 1.0912e-07 | 3.401
  25 | 2.5 | 5.56202e-10 | 5.56202e-10 | 2.1425e-09 | 3.852
  30 | 3.0 | 8.23700e-12 | 8.23700e-12 | 3.4692e-11 | 4.212
decay rates: fall of ln(barrier) per unit of w/a
  rigid, w/a 2 to 3, prefactor kept = 8.2674
  rigid, w/a 2 to 3, prefactor divided out = 9.869604
  relaxed, w/a 0.5 to 1.0, rigid prefactor divided out = 8.661
  relaxed, w/a 1.0 to 1.5, rigid prefactor divided out = 9.262
  relaxed, w/a 1.5 to 2.0, rigid prefactor divided out = 9.504
  relaxed, w/a 2.0 to 2.5, rigid prefactor divided out = 9.621
  relaxed, w/a 2.5 to 3.0, rigid prefactor divided out = 9.691
```
